# Why lateral thermionic emission into a two-dimensional semiconductor follows T^(3/2): test program

```python
"""Thermionic current per unit width from a metal edge into a 2D semiconductor.

Result under test:  J = A T^(3/2) exp(-Phi/kT),
    A = g e sqrt(m) k^(3/2) / ((2 pi)^(3/2) hbar^2)
Phi: barrier maximum above the metal Fermi level; m: band mass;
g: spin times valley degeneracy; x: contact normal; y: contact line.
Internal units: eV, nm, s, K; current per width in A/m (equal to uA/um).
The definition (sum of v_x f over k) is integrated on a fixed k grid and
compared with the closed formula; neglected effects are then sized.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

K_B = sc.k / sc.e                      # eV/K
HBAR = sc.hbar / sc.e                  # eV s
MASS, G = 0.5, 4                       # rough values for monolayer MoS2
PHI, TEMP = 0.30, 300.0                # eV, K
DENSITY = 1e11 * 1e-14                 # 1e11 per cm2, in nm^-2
BEND = 20.0                            # band-bending length, nm
MOBILITY = 100.0                       # cm2/Vs
HB2M = sc.hbar**2 / (2 * MASS * sc.m_e) / sc.e * 1e18   # hbar^2/2m, eV nm2
KT = K_B * TEMP
nodes, weights = np.polynomial.legendre.leggauss(80)


def current(temp, barrier, dim=2, alpha=0.0):
    """Integrate e v_x f over k_x>0; alpha (1/eV) is the nonparabolicity."""
    kx, wx = 2.5 * (nodes + 1), 2.5 * weights
    kt, wt = 5 * nodes, 5 * weights
    if dim == 1:
        trans2, wtrans = np.array([0.0]), np.array([1.0])
    elif dim == 2:
        trans2, wtrans = kt**2, wt
    else:
        trans2 = np.add.outer(kt**2, kt**2).ravel()
        wtrans = np.outer(wt, wt).ravel()
    gamma = HB2M * (kx[:, None]**2 + trans2[None, :])
    root = np.sqrt(1 + 4 * alpha * gamma)
    energy = 2 * gamma / (1 + root)
    velocity = 2 * HB2M * kx[:, None] / HBAR / root
    occupation = 1 / (np.exp((barrier + energy) / (K_B * temp)) + 1)
    total = wx @ (velocity * occupation) @ wtrans
    return G * sc.e * total / (2 * np.pi)**dim * 1e9**(dim - 1)


def local_power(function):
    """Logarithmic slope d ln(function)/d ln(T) about 300 K."""
    return np.log(function(310.0) / function(290.0)) / np.log(310.0 / 290.0)


# Closed formula against the definition
A_2D = (G * sc.e * np.sqrt(MASS * sc.m_e) * sc.k**1.5
        / ((2 * np.pi)**1.5 * sc.hbar**2))
prefactor = A_2D * TEMP**1.5
J_formula = prefactor * np.exp(-PHI / KT)
J_numeric = current(TEMP, PHI)
assert abs(J_numeric / J_formula - 1) < 1e-5   # Fermi correction is ~3e-6

# Power of T in one, two and three dimensions
powers = []
for dim in (1, 2, 3):
    hot = current(400.0, PHI, dim) * np.exp(PHI / (K_B * 400.0))
    cold = current(200.0, PHI, dim) * np.exp(PHI / (K_B * 200.0))
    powers.append(np.log(hot / cold) / np.log(2.0))
    assert abs(powers[-1] - (dim + 1) / 2) < 5e-4

# Fermi statistics, tested at a low barrier where they matter
low = 0.03
fermi_factor = float(mp.re(-mp.polylog(1.5, -mp.exp(-low / KT))))
assert abs(current(TEMP, low) / (prefactor * fermi_factor) - 1) < 1e-6
z_top = mp.exp(-mp.mpf(PHI) / KT)
degeneracy = float(mp.re(-mp.polylog(1.5, -z_top)) / z_top - 1)
assert abs(degeneracy / (-float(z_top) / 2**1.5) - 1) < 1e-3

# Count from the semiconductor side, with and without forward bias
N_C = G * KT / (4 * np.pi * HB2M)
E_BULK = KT * np.log(N_C / DENSITY)
V_BEND = PHI - E_BULK
V_R = np.sqrt(HB2M * KT / np.pi) / HBAR        # sqrt(kT/2 pi m), nm/s


def current_from_bulk(bias):
    """Bulk electrons whose normal kinetic energy exceeds the barrier."""
    k_min = np.sqrt((V_BEND - bias) / HB2M)
    half = (6.0 - k_min) / 2
    kx, wx = k_min + half * (nodes + 1), half * weights
    ky, wy = 5 * nodes, 5 * weights
    energy = E_BULK + HB2M * (kx[:, None]**2 + ky[None, :]**2)
    flux = 2 * HB2M * kx[:, None] / HBAR / (np.exp(energy / KT) + 1)
    return G * sc.e * (wx @ flux @ wy) / (2 * np.pi)**2 * 1e9


J_density = sc.e * DENSITY * V_R * np.exp(-V_BEND / KT) * 1e9
assert abs(current_from_bulk(0.0) / J_density - 1) < 1e-4
BIAS = 0.10
J_net = current_from_bulk(BIAS) - J_numeric
assert abs(J_net / (J_formula * np.expm1(BIAS / KT)) - 1) < 1e-3

# Tilted anisotropic valley: brute-force sum over all states with v_x > 0
m1, m2, angle = 0.15, 1.2, np.pi / 6
c, s = np.cos(angle), np.sin(angle)
rotation = np.array([[c, -s], [s, c]])
inverse_mass = rotation @ np.diag([1 / m1, 1 / m2]) @ rotation.T
step = 14.0 / 1500
axis = -7.0 + step * (np.arange(1500) + 0.5)
KX, KY = np.meshgrid(axis, axis, indexing="ij")
free = HB2M * MASS                              # hbar^2 / 2 m_e
energy = free * (inverse_mass[0, 0] * KX**2 + 2 * inverse_mass[0, 1] * KX * KY
                 + inverse_mass[1, 1] * KY**2)
v_x = 2 * free * (inverse_mass[0, 0] * KX + inverse_mass[0, 1] * KY) / HBAR
J_tilt = (G * sc.e * np.sum(np.maximum(v_x, 0) * np.exp(-(PHI + energy) / KT))
          * step**2 / (2 * np.pi)**2 * 1e9)
m_line = m1 * s**2 + m2 * c**2
assert abs(J_tilt / (J_formula * np.sqrt(m_line / MASS)) - 1) < 1e-3

# Finite contact width: explicit sum over hard-wall transverse modes
WIDTH = 1000.0
mode = np.arange(1, 4001)
mode_energy = HB2M * (np.pi * mode / WIDTH)**2
J_modes = (G * sc.e / (2 * np.pi * HBAR * WIDTH) * KT
           * np.sum(np.log1p(np.exp(-(PHI + mode_energy) / KT))) * 1e9)
thermal_length = np.sqrt(4 * np.pi * HB2M / KT)
width_loss = 1 - J_modes / J_formula
assert abs(width_loss - thermal_length / (2 * WIDTH)) < 1e-5

# Arrhenius plots of currents from the definition
temps = np.linspace(250.0, 350.0, 11)
beta = 1 / (K_B * temps)
J_T = np.array([current(t, PHI) for t in temps])
fit_15 = -np.polyfit(beta, np.log(J_T / temps**1.5), 1)[0]
fit_20 = -np.polyfit(beta, np.log(J_T / temps**2), 1)[0]
assert abs(fit_15 - PHI) < 1e-4
assert abs(fit_20 - (PHI - KT / 2)) < 1e-3
SHIFT = 1e-4                                    # eV/K, barrier falls with T
PHI_0 = PHI + SHIFT * TEMP
J_S = np.array([current(t, PHI_0 - SHIFT * t) for t in temps])
slope_s, intercept_s = np.polyfit(beta, np.log(J_S / temps**1.5), 1)
shift_factor = np.exp(intercept_s) / A_2D
assert abs(-slope_s - PHI_0) < 1e-4
assert abs(shift_factor / np.exp(SHIFT / K_B) - 1) < 5e-3

# Band-structure corrections
ALPHA = 0.5                                     # 1/eV, rough
nonparabolic = current(TEMP, PHI, alpha=ALPHA) / J_numeric - 1
assert abs(nonparabolic - 0.75 * ALPHA * KT) < 1e-3
SPIN_SPLIT, UPPER = 0.003, 0.20                 # eV, rough
spin_change = (1 + np.exp(-SPIN_SPLIT / KT)) / 2 - 1
upper_change = 6 / G * np.exp(-UPPER / KT)      # six extra states, same mass
mass_change = np.sqrt(1.1) - 1                  # contact-line mass 10% larger


# Diffusion towards the barrier top
def bare_edge(x, top=PHI):
    return E_BULK + (top - E_BULK) * np.exp(-x / BEND)


X_END = 5 * BEND


def diffusion_factor(temp, mobility_power=1.5):
    kt = K_B * temp
    mobility = MOBILITY * 1e14 * (temp / TEMP)**(-mobility_power)
    length = quad(lambda x: np.exp(-(PHI - bare_edge(x)) / kt), 0, X_END,
                  epsabs=1e-11, limit=200)[0]
    emission = np.sqrt(HB2M * kt / np.pi) / HBAR
    return 1 / (1 + emission * length / (mobility * kt))


def drift_diffusion(x, excess):
    slope = -(PHI - E_BULK) / BEND * np.exp(-x / BEND)
    return -slope / KT * excess + V_R / (MOBILITY * 1e14 * KT)


solution = solve_ivp(drift_diffusion, (0, X_END), [1.0], rtol=1e-9, atol=1e-12)
factor_ode = np.exp((PHI - bare_edge(X_END)) / KT) / solution.y[0, -1]
diffusion = diffusion_factor(TEMP)
assert abs(factor_ode / diffusion - 1) < 1e-5
diffusion_power = local_power(diffusion_factor)


# Quantum transmission through thin constant slabs
def transmission(energies, edges, potential, left, right):
    k_left = np.sqrt((energies - left) / HB2M)
    k_right = np.sqrt((energies - right) / HB2M)
    psi = np.ones(len(energies), dtype=complex)
    dpsi = -1j * k_left
    middle = (edges[1:] + edges[:-1]) / 2
    for h, u in zip(np.diff(edges), potential(middle)):
        q = np.sqrt((energies - u + 1e-14j) / HB2M)
        cosine, sine = np.cos(q * h), np.sin(q * h)
        psi, dpsi = (cosine * psi + sine / q * dpsi,
                     -q * sine * psi + cosine * dpsi)
    incoming = (psi + 1j * dpsi / k_right) / 2
    return k_left / (k_right * np.abs(incoming)**2)


# Solver test: sech^2 barrier, below and above its top
height, size = 0.10, 1.5
test_e = np.linspace(0.03, 0.30, 15)
numeric_t = transmission(test_e, np.linspace(-20, 20, 3001),
                         lambda x: height / np.cosh(x / size)**2, 0.0, 0.0)
sinh2 = np.sinh(np.pi * size * np.sqrt(test_e / HB2M))**2
cosh2 = np.cosh(np.pi / 2 * np.sqrt(4 * height * size**2 / HB2M - 1))**2
assert np.max(np.abs(numeric_t - sinh2 / (sinh2 + cosh2))) < 1e-4

METAL_BOTTOM = -5.0                             # eV, rough
EPS_R = 4.0                                     # rough surroundings
IMAGE = sc.e / (16 * np.pi * sc.epsilon_0 * EPS_R) * 1e9   # eV nm
x_search = np.linspace(0.2, 40, 40001)
BARE_TOP = brentq(lambda top: np.max(bare_edge(x_search, top)
                                     - IMAGE / x_search) - PHI, PHI, 0.9)


def rounded_edge(x):
    return np.maximum(METAL_BOTTOM, bare_edge(x, BARE_TOP) - IMAGE / x)


gl_x, gl_w = np.polynomial.legendre.leggauss(120)
lo, hi = E_BULK + 1e-4, PHI + 0.7
e_grid = np.concatenate([lo + (PHI - lo) * (gl_x + 1) / 2,
                         PHI + (hi - PHI) * (gl_x + 1) / 2])
e_weight = np.concatenate([(PHI - lo) / 2 * gl_w, (hi - PHI) / 2 * gl_w])


def quantum_factor(potential, slabs):
    """Return kappa(T): quantum current over classical current, same top."""
    edges = 10 * BEND * (np.arange(slabs + 1) / slabs)**3
    t_e = transmission(e_grid, edges, potential, METAL_BOTTOM, E_BULK)
    return lambda temp: np.sum(e_weight * t_e * np.exp(
        -(e_grid - PHI) / (K_B * temp))) / (K_B * temp)


abrupt = quantum_factor(bare_edge, 3000)
rounded = quantum_factor(rounded_edge, 3000)
shift_abrupt = quantum_factor(bare_edge, 6000)(TEMP) - abrupt(TEMP)
shift_rounded = quantum_factor(rounded_edge, 6000)(TEMP) - rounded(TEMP)
assert abs(shift_abrupt) < 2e-3 and abs(shift_rounded) < 2e-3

print(f"band mass {MASS} m_e, degeneracy g = {G}")
print(f"barrier {PHI:.2f} eV, temperature {TEMP:.0f} K, kT = {KT*1e3:.2f} meV")
print(f"A = {A_2D:.4f} A m^-1 K^-3/2")
print(f"A T^(3/2) at 300 K = {prefactor:.1f} uA/um")
print(f"exp(-Phi/kT) = {np.exp(-PHI/KT):.3e}")
print(f"J formula = {J_formula*1e3:.4f} nA/um")
print(f"J from k integration = {J_numeric*1e3:.4f} nA/um")
print("T power, 200-400 K, d=1,2,3: " + ", ".join(f"{p:.4f}" for p in powers))
print(f"N_c = {N_C*1e14:.3e} cm^-2, n = {DENSITY*1e14:.1e} cm^-2")
print(f"bulk band edge above Fermi level = {E_BULK:.4f} eV")
print(f"band bending = {V_BEND:.4f} eV over length {BEND:.0f} nm")
print(f"emission velocity = {V_R*1e-7:.3e} cm/s")
print(f"J from bulk side = {current_from_bulk(0.0)*1e3:.4f} nA/um")
print(f"net J at {BIAS:.2f} V forward = {J_net*1e3:.1f} nA/um")
print(f"Arrhenius barrier with T^(3/2) = {fit_15*1e3:.2f} meV")
print(f"Arrhenius barrier with T^2 = {fit_20*1e3:.2f} meV")
print(f"barrier falling {SHIFT*1e3:.1f} meV/K: fit {-slope_s*1e3:.1f} meV")
print(f"  and prefactor multiplied by {shift_factor:.3f}")
print(f"tilted valley masses {m1}, {m2} m_e at {np.degrees(angle):.0f} deg")
print(f"  contact-line mass = {m_line:.4f} m_e")
print(f"  J by k sum / isotropic J = {J_tilt/J_formula:.4f}")
print(f"low barrier {low:.2f} eV: Fermi/Boltzmann = "
      f"{fermi_factor/np.exp(-low/KT):.4f}")
print("Neglected effects, relative change of J at 300 K:")
print(f"  Fermi statistics at barrier top {degeneracy:.2e}")
print(f"  finite width {WIDTH:.0f} nm {-width_loss*100:.3f} %")
print(f"  thermal wavelength = {thermal_length:.3f} nm")
print(f"  nonparabolicity {ALPHA} per eV {nonparabolic*100:.2f} %")
print(f"  spin splitting {SPIN_SPLIT*1e3:.0f} meV {spin_change*100:.2f} %")
print(f"  upper valleys at {UPPER:.2f} eV {upper_change*100:.3f} %")
print(f"  contact-line mass 10% larger {mass_change*100:.2f} %")
print(f"Edge field without image force = {V_BEND/BEND*10:.4f} MV/cm")
print(f"Diffusion, mobility {MOBILITY:.0f} cm2/Vs: J factor {diffusion:.4f}")
print(f"  change of T power (mobility ~ T^-1.5) {diffusion_power:+.3f}")
print(f"Wave solution, metal band bottom {METAL_BOTTOM:.1f} eV")
print(f"  abrupt edge: J factor {abrupt(TEMP):.4f}")
print(f"  abrupt edge: change of T power {local_power(abrupt):+.3f}")
print(f"  image force, permittivity {EPS_R:.0f}: bare edge {BARE_TOP:.4f} eV")
print(f"  image lowering = {(BARE_TOP-PHI)*1e3:.1f} meV")
print(f"  rounded barrier: J factor {rounded(TEMP):.4f}")
print(f"  rounded barrier: change of T power {local_power(rounded):+.3f}")
print(f"  shift on doubling slabs: abrupt {shift_abrupt:.1e}, "
      f"rounded {shift_rounded:.1e}")
print("all assertions hold")
```

Running it gives:

```
band mass 0.5 m_e, degeneracy g = 4
barrier 0.30 eV, temperature 300 K, kT = 25.85 meV
A = 0.1267 A m^-1 K^-3/2
A T^(3/2) at 300 K = 658.2 uA/um
exp(-Phi/kT) = 9.125e-06
J formula = 6.0063 nA/um
J from k integration = 6.0063 nA/um
T power, 200-400 K, d=1,2,3: 0.9999, 1.4999, 1.9999
N_c = 1.080e+13 cm^-2, n = 1.0e+11 cm^-2
bulk band edge above Fermi level = 0.1210 eV
band bending = 0.1790 eV over length 20 nm
emission velocity = 3.804e+06 cm/s
J from bulk side = 6.0063 nA/um
net J at 0.10 V forward = 281.4 nA/um
Arrhenius barrier with T^(3/2) = 300.00 meV
Arrhenius barrier with T^2 = 287.30 meV
barrier falling 0.1 meV/K: fit 330.0 meV
  and prefactor multiplied by 3.191
tilted valley masses 0.15, 1.2 m_e at 30 deg
  contact-line mass = 0.9375 m_e
  J by k sum / isotropic J = 1.3693
low barrier 0.03 eV: Fermi/Boltzmann = 0.9050
Neglected effects, relative change of J at 300 K:
  Fermi statistics at barrier top -3.23e-06
  finite width 1000 nm -0.305 %
  thermal wavelength = 6.086 nm
  nonparabolicity 0.5 per eV 0.96 %
  spin splitting 3 meV -5.48 %
  upper valleys at 0.20 eV 0.065 %
  contact-line mass 10% larger 4.88 %
Edge field without image force = 0.0895 MV/cm
Diffusion, mobility 100 cm2/Vs: J factor 0.6543
  change of T power (mobility ~ T^-1.5) -0.815
Wave solution, metal band bottom -5.0 eV
  abrupt edge: J factor 0.3679
  abrupt edge: change of T power -0.360
  image force, permittivity 4: bare edge 0.3638 eV
  image lowering = 63.8 meV
  rounded barrier: J factor 0.7081
  rounded barrier: change of T power +0.022
  shift on doubling slabs: abrupt -3.7e-07, rounded -6.3e-07
all assertions hold
```
